# Why elementwise activations break equivariance for vector features, and what preserves it

**Question**

I am writing a small neural interatomic potential. Each atom carries scalar features and vector features, the latter stored as $x,y,z$ components. I apply $\tanh$ to every number in the feature array, scalars and vector components alike, and then sum the squared lengths of the resulting vectors to get an energy.

I checked the code by turning a cluster through 90° about each axis, and the energy did not change. Yet the energy of an isolated dimer depends on the direction of its bond. Is this a bug in my code, or is something wrong with the activation? If it is the activation, what nonlinearity may I use on vectors?

**Answer**

The activation is at fault, and your quarter turns could not have revealed it.

**What the features do under rotation**

Take a model simple enough to follow throughout. Let $\hat{\mathbf r}_{ij}$ be the unit vector from atom $i$ to atom $j$, $r_{ij}$ their distance, and

$$\mathbf V_i=\sum_{j\ne i} w(r_{ij})\,\hat{\mathbf r}_{ij},\qquad n_i=\sum_{j\ne i} w(r_{ij}).$$

Both features are dimensionless. The algebra is in atomic units; numerical values are in eV and Å. Rotations are active: they move the atoms and leave the axes fixed.

Let an orthogonal matrix $Q$, a rotation with or without inversion, act on all positions. Distances stay the same and $\hat{\mathbf r}_{ij}\to Q\hat{\mathbf r}_{ij}$, so $n_i\to n_i$ and $\mathbf V_i\to Q\mathbf V_i$. Any function of $n_i$ is therefore still invariant, and $\tanh n_i$ is harmless. An activation $\mathbf A$ on vectors has to meet a stronger demand, equivariance:

$$\mathbf A(R\mathbf v)=R\,\mathbf A(\mathbf v)\quad\text{for every rotation }R\text{ and every }\mathbf v .$$

**Which elementwise functions pass**

Let $\mathbf A(\mathbf v)=(\sigma(v_x),\sigma(v_y),\sigma(v_z))$ and suppose it is equivariant. Choose $\mathbf v\neq0$ and let $R$ be any rotation about $\mathbf v$ itself. Then $R\mathbf v=\mathbf v$, so

$$\mathbf A(\mathbf v)=\mathbf A(R\mathbf v)=R\,\mathbf A(\mathbf v).$$

The output is unchanged by all rotations about $\mathbf v$, so it must lie along $\mathbf v$. Two choices of $\mathbf v$ now settle the matter:

- For $\mathbf v=(x,0,0)$ with $x\ne0$, the output $(\sigma(x),\sigma(0),\sigma(0))$ lies along $x$, so $\sigma(0)=0$.
- For $\mathbf v=(x,y,0)$ with $x,y\neq0$, the output $(\sigma(x),\sigma(y),0)$ equals $\lambda(x,y,0)$ for some number $\lambda$, so $\sigma(x)/x=\lambda=\sigma(y)/y$.

Since $x$ and $y$ are arbitrary, the ratio is a constant $c$ and $\sigma(x)=cx$. Conversely, $\mathbf A(\mathbf v)=c\mathbf v$ is plainly equivariant. Every nonlinear elementwise activation therefore fails, whether smooth or not.

For example, turn the unit vector along $x$ by 30° about $z$. Turning first gives $(\cos30^\circ,\sin30^\circ,0)$, and $\tanh$ then gives $(0.699,0.462,0)$, with length 0.838 and angle 33.5°. Applying $\tanh$ first and then turning gives $(0.660,0.381,0)$, with length 0.762 and angle 30°. Both length and direction disagree.

For short vectors the disagreement is small. With $\tanh x=x-x^3/3+O(x^5)$, the linear terms cancel and

$$\mathbf A(R\mathbf v)-R\mathbf A(\mathbf v)=-\tfrac13\left[(R\mathbf v)^{\circ3}-R\,\mathbf v^{\circ3}\right]+O(|\mathbf v|^5),$$

where $\circ3$ means that each component is cubed. At leading order the error grows as $|\mathbf v|^3$, so a test on weak features can miss it.

**Why quarter turns see nothing**

The 24 rotations that map a cube onto itself only permute the components and change some signs. An elementwise function commutes with any permutation. If $\sigma$ is odd, it also commutes with the sign changes. Since $\tanh$ is odd, it passes all 24 rotations.

SiLU, $\sigma(x)=xS(x)$ with $S(x)=1/(1+e^{-x})$, is not odd:

$$\sigma(x)+\sigma(-x)=x\,[S(x)-S(-x)]=x\tanh(x/2)\neq0\quad(x\ne0).$$

A quarter turn can therefore expose SiLU in the output vectors, but never $\tanh$. Even for SiLU, an energy test on a dimer of like atoms stays blind: its two features are $\mathbf V$ and $-\mathbf V$, so a sign change only swaps component values between the atoms and the summed energy is unchanged. Use rotations through generic angles about generic axes.

**What to use instead**

Multiply the whole vector by one number computed from invariants $s$, such as $n_i$:

$$\mathbf A(\mathbf v)=g(s)\,\mathbf v,\qquad g(s)\,Q\mathbf v=Q\,[g(s)\,\mathbf v].$$

This is a scalar gate. For equivariance the function $g$ may be as nonlinear as you like, because it never sees a component. The identity needs $s$ to be unchanged by $Q$. A triple product of three vector features is unchanged by rotations but changes sign under inversion, so a gate built on it respects inversion only if $g$ is even in it. Smooth forces ask for more: $g$ must be smooth, and $s$ must be smooth in the positions, as $n_i$ and $|\mathbf v|^2$ are and $|\mathbf v|$ at $\mathbf v=\mathbf 0$ is not. SiLU on components also looks like a gate, but it multiplies each $v_k$ by its own $S(v_k)$, which changes when the atoms are turned.

The length $|\mathbf v|$ is itself an invariant, which gives the norm nonlinearity

$$\mathbf A(\mathbf v)=f(|\mathbf v|)\,\frac{\mathbf v}{|\mathbf v|}.$$

If the activation sees one vector and nothing else, there is no other form. The argument above gives $\mathbf A(\mathbf v)=\lambda(\mathbf v)\mathbf v$ for $\mathbf v\neq0$, and equivariance then requires $\lambda(R\mathbf v)=\lambda(\mathbf v)$. Rotations connect all vectors of equal length, so $\lambda$ depends on $|\mathbf v|$ alone.

The zero vector needs care. Since $R\mathbf 0=\mathbf 0$, the output there must be unchanged by every rotation, so $\mathbf A(\mathbf 0)=\mathbf 0$. Continuity then requires $f(s)\to0$ as $s\to0$. The choice $f(s)=\tanh s$ is safe, because $\tanh(s)/s=1-s^2/3+\dots$ is smooth in $s^2=v_x^2+v_y^2+v_z^2$.

A bias, $f(s)=\tanh(s+b)$ with $b\ne0$, keeps equivariance but loses continuity. As $\mathbf v$ passes through zero along a line, the output jumps between $-\tanh b$ and $+\tanh b$ along that line. For $b=0.5$ the jump has size $2\tanh b=0.924$. An atom at an inversion centre has $\mathbf V_i=\mathbf 0$, because its neighbours cancel in pairs, so a small displacement can carry it through this point.

**Your dimer**

Your energy is $E=\varepsilon\sum_i h(\mathbf V_i)$ with $h(\mathbf V)=\sum_k\tanh^2V_k$, where $\varepsilon$ sets the energy scale. To see how $h$ varies with direction at fixed length $v=|\mathbf V|$, put $u_k=V_k^2$, so that $\sum_ku_k=v^2$, and define $\phi(u)=\tanh^2\sqrt u$. With $x=\sqrt u$ and $dx/du=1/(2x)$,

$$\frac{d\phi}{du}=2\tanh x\,\operatorname{sech}^2x\cdot\frac1{2x}=\frac{\tanh x}{x}\,\operatorname{sech}^2x .$$

Both factors fall as $x>0$ grows, so $\phi$ is concave. This bounds $h$ on both sides:

- The mean of a concave function is at most its value at the mean, so $\sum_k\phi(u_k)\le3\phi(v^2/3)$.
- Since $\phi(0)=0$, concavity also gives $\phi(u_k)\ge(u_k/v^2)\,\phi(v^2)$. Summing over $k$ gives $\sum_k\phi(u_k)\ge\phi(v^2)$.

Hence

$$\tanh^2v\;\le\;h(\mathbf V)\;\le\;3\tanh^2\!\left(v/\sqrt3\right).$$

The lower value occurs along a coordinate axis, the upper along a body diagonal. For small $v$, $\tanh^2x=x^2-\tfrac23x^4+\dots$, so the gap is

$$\left(v^2-\tfrac29v^4\right)-\left(v^2-\tfrac23v^4\right)=\tfrac49v^4$$

at leading order.

For numbers, take the round model parameters $w(r)=2\exp[-(r/2\,\text{Å})^2]$, $\varepsilon=1$ eV and a bond of 2 Å. They describe no particular material. Each atom has $v=2e^{-1}=0.7358$. The two vectors are opposite, and $h$ is even, so $E=2\varepsilon h$:

- Bond along an axis: $E=2\tanh^2(0.7358)=0.785$ eV.
- Bond along a body diagonal: $E=6\tanh^2(0.7358/\sqrt3)=0.965$ eV.

The false anisotropy is 0.179 eV, or 0.0066 hartree. The leading-order estimate, $2\varepsilon\cdot\tfrac49v^4=0.260$ eV, is too large because $v$ is not small here.

With the gate $S(n_i)$ the energy is 0.495 eV in every direction, and with the norm nonlinearity $\tanh|\mathbf v|$ it is 0.785 eV in every direction. The latter equals your axis value because a vector along an axis has one nonzero component, and the two activations then coincide.

**A cluster, and the torque on it**

Now place four atoms at $(0,0,0)$, $(2,0,0)$, $(0,2.5,0)$ and $(0.5,1,2)$ Å, with the same parameters. The feature lengths run from 0.849 to 1.173. The largest vector errors found, in the same dimensionless units, are:

| Activation | 2000 generic rotations | 24 cube rotations |
|---|---:|---:|
| elementwise $\tanh$ | 0.19 | $7\times10^{-16}$ |
| elementwise SiLU | 0.515 | 0.481 |
| scalar gate | $2\times10^{-15}$ | $1\times10^{-15}$ |
| norm $\tanh$ | $1\times10^{-15}$ | $6\times10^{-16}$ |

Over the sampled generic rotations, the elementwise $\tanh$ energy runs from 2.797 to 3.397 eV, a spread of 0.600 eV or 0.0221 hartree. The last digits depend on the sample; the extremes over all orientations are 2.793 and 3.399 eV, a spread of about 0.61 eV. The gated and norm energies stay at 2.684 and 2.380 eV, apart from rounding.

An energy that depends on orientation also twists the cluster, except at orientations where the energy is stationary, such as the dimer along an axis or a body diagonal. Turn all atoms by a small angle $\delta\theta$ about a unit vector $\mathbf e$, so that $\delta\mathbf r_i=\delta\theta\,\mathbf e\times\mathbf r_i$. With forces $\mathbf F_i=-\nabla_iE$ and net torque $\boldsymbol\tau=\sum_i\mathbf r_i\times\mathbf F_i$,

$$\delta E=-\sum_i\mathbf F_i\cdot\delta\mathbf r_i=-\delta\theta\,\mathbf e\cdot\sum_i\mathbf r_i\times\mathbf F_i=-\delta\theta\,\mathbf e\cdot\boldsymbol\tau .$$

The features turn with the atoms, $\delta\mathbf V_i=\delta\theta\,\mathbf e\times\mathbf V_i$. Let $\mathbf p_i$ be the gradient of $h$ at $\mathbf V_i$, with components $p_{ik}=2\tanh V_{ik}\operatorname{sech}^2V_{ik}$. Then

$$\delta E=\varepsilon\sum_i\mathbf p_i\cdot\delta\mathbf V_i=\delta\theta\,\mathbf e\cdot\varepsilon\sum_i\mathbf V_i\times\mathbf p_i .$$

Since $\mathbf e$ is arbitrary, comparing the two expressions gives

$$\boldsymbol\tau=-\varepsilon\sum_i\mathbf V_i\times\mathbf p_i .$$

Elementwise $\tanh$ generally tilts $\mathbf p_i$ away from $\mathbf V_i$, and a torque remains. For the cluster as placed it is $(0.258,-0.063,-0.011)$ eV per radian. With no external field, the true torque on an isolated cluster is zero. In dynamics this model would start a resting cluster spinning.

Two other common-sense checks would not warn you. The net force vanishes, because $E$ depends only on position differences. The total energy is conserved in exact dynamics, because the forces are the gradient of a fixed function. For the gate and the norm form, $\delta E=0$ under any rotation, so the first expression for $\delta E$ gives $\boldsymbol\tau=0$.

**What to change in your code**

Keep $\tanh$ on the scalar features. On each vector, use a smooth gate built from smooth invariants such as $n_i$ or $|\mathbf v|^2$, or a norm nonlinearity for which $f(s)/s$ is smooth in $s^2$, such as $\tanh s$ (the condition $f(0)=0$ alone is not enough: $f(s)=\sqrt s$ gives an energy term $|\mathbf v|$, whose force jumps at $\mathbf v=\mathbf 0$), and repeat the rotation test with generic angles. If the model includes an external field, rotate the field together with the atoms, since the energy may legitimately depend on their relative orientation. The numerical check compares the torque formula with finite-difference forces and confirms the energy bounds on these examples.

## Table of computed values

```
Polynomials up to degree 5 that commute (dimension of the set)
  generic rotations: 1 (power 1 only)
  24 cube rotations: 3 (powers 1, 3, 5)
Unit vector along x, 30 degree turn about z, elementwise tanh
  turn, then tanh: x 0.6993, y 0.4621, length 0.8382, angle 33.46 deg
  tanh, then turn: x 0.6596, y 0.3808, length 0.7616, angle 30.00 deg
  error ratio, length 0.1 over 0.05: 7.967
Model: A = 2.0, L = 2.0 angstrom, EPS = 1.0 eV
Dimer, bond 2.0 angstrom, feature length 0.7358
  tanh energy, bond along 100: 0.7852 eV
  tanh energy, bond along 110: 0.9136 eV
  tanh energy, bond along 111: 0.9646 eV
  false anisotropy: 0.1794 eV = 0.00659 hartree
  leading-order estimate: 0.2605 eV
  scalar_gate energy, any direction: 0.4949 eV
  norm_tanh energy, any direction: 0.7852 eV
  gap over (4/9)v^4 at v = 0.1: 0.9925
Cluster: position (angstrom); |V|; n
  (0.0, 0.0, 0.0); 1.1733; 1.6933
  (2.0, 0.0, 0.0); 1.0702; 1.2165
  (0.0, 2.5, 0.0); 0.8489; 0.9673
  (0.5, 1.0, 2.0); 1.0290; 1.2586
Largest vector error: 2000 generic rotations; 24 cube rotations
  tanh_elementwise: 0.192; 6.75e-16
  silu_elementwise: 0.515; 0.481
  scalar_gate: 2.16e-15; 1.11e-15
  norm_tanh: 1.41e-15; 5.72e-16
Cluster energy over generic rotations: lowest; highest; spread (eV)
  tanh_elementwise: 2.7966; 3.3970; 0.6
  scalar_gate: 2.6843; 2.6843; 1.82e-14
  norm_tanh: 2.3796; 2.3796; 7.11e-15
  bounds for tanh_elementwise: 2.3796 and 3.4209 eV
  tanh_elementwise spread: 0.02207 hartree
Cluster as placed: net torque x, y, z (eV per radian)
  tanh_elementwise: 0.2580, -0.0631, -0.0108
  scalar_gate: largest component 1.0e-08
  norm_tanh: largest component 1.6e-09
Jump through zero length, bias 0.5: 0.9242
Jump through zero length, no bias: 2.0e-08
```
